# Thermal weight of the zero-phonon line for one displaced mode: test program

```python
# Result under test: thermal zero-phonon weight of one displaced harmonic mode,
#   W0 = exp(-S(2n+1)) * I0(2 S sqrt(n(n+1))).
# S: Huang-Rhys factor, S = d^2/2 with d the shift of the minimum in the
#    dimensionless coordinate q; n: mean thermal occupation; I0: modified Bessel.
# DW = exp(-S(2n+1)) is the Debye-Waller factor. Energies are in meV.
# Overlaps F[m,k] of level m with displaced level k come from quadrature.
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import ive, eval_laguerre

KB = constants.k / constants.e * 1e3  # meV/K


def close(a, b, rel, absolute=0.0):
    return abs(a - b) <= rel * abs(b) + absolute


def occupation(energy, temperature):
    return 1.0 / np.expm1(energy / (KB * temperature))


def oscillator_functions(q, count):
    f = np.zeros((count, q.size))
    f[0] = np.pi ** -0.25 * np.exp(-q * q / 2)
    f[1] = math.sqrt(2) * q * f[0]
    for m in range(1, count - 1):
        f[m + 1] = (math.sqrt(2 / (m + 1)) * q * f[m]
                    - math.sqrt(m / (m + 1)) * f[m - 1])
    return f


def overlaps(S, initial=100, final=180):
    q = np.arange(-26.0, 30.0, 0.04)
    left = oscillator_functions(q, initial)
    right = oscillator_functions(q - math.sqrt(2 * S), final)
    return left @ right.T * 0.04


def populations(n, count=100):
    x = n / (n + 1)
    return (1 - x) * x ** np.arange(count)


def weight_from_overlaps(F, n, net=0):
    """Thermal weight of 'net' phonons emitted, summed level by level."""
    values = np.diagonal(F ** 2, offset=net)
    start = max(0, -net)
    return populations(n)[start:start + values.size] @ values


def weight_formula(S, n, net=0):
    z = 2 * S * math.sqrt(n * (n + 1))
    return (math.exp(-S * (2 * n + 1) + z) * ive(abs(net), z)
            * ((n + 1) / n) ** (net / 2))


# --- single mode: definition against derived formulas ---
worst = 0.0
for S, n in [(0.5, 0.2), (3.5, 0.09), (3.5, 1.5), (8.0, 0.5)]:
    F = overlaps(S)
    p = populations(n)
    for m in range(30):
        assert close(F[m, m], math.exp(-S / 2) * eval_laguerre(m, S), 0, 1e-10)
    for net in range(-6, 13):
        difference = abs(weight_from_overlaps(F, n, net) - weight_formula(S, n, net))
        worst = max(worst, difference)
        assert difference < 1e-10
    amplitude = np.diagonal(F)
    mean = p @ amplitude
    assert close(mean, math.exp(-S * (n + 0.5)), 1e-7, 1e-12)
    variance = p @ (amplitude - mean) ** 2
    bessel = np.i0(2 * S * math.sqrt(n * (n + 1)))
    assert close(variance / mean ** 2, bessel - 1, 1e-5)
    nets = np.arange(-60, 100)
    w = np.array([weight_from_overlaps(F, n, int(k)) for k in nets])
    assert close(w.sum(), 1, 1e-9)
    assert close(w @ nets, S, 1e-8)
    assert close(w @ (nets - S) ** 2, S * (2 * n + 1), 1e-7)
    for phase in (0.3, 1.7, 2.9):
        direct = np.sum(w * np.exp(-1j * nets * phase))
        derived = np.exp(-S * (2 * n + 1) + S * (n + 1) * np.exp(-1j * phase)
                         + S * n * np.exp(1j * phase))
        assert abs(direct - derived) < 1e-9

# --- first response to heating: sign changes at S = 2 ---
for S in (1.0, 2.0, 3.5):
    F = overlaps(S)
    slope = F[1, 1] ** 2 - F[0, 0] ** 2
    assert close(slope, math.exp(-S) * (S * S - 2 * S), 1e-8, 1e-10)
    step = 1e-6
    numeric = (weight_formula(S, 2 * step) - weight_formula(S, step)) / step
    assert close(numeric, slope, 1e-4, 1e-5)

# --- hot limit: explicit level sum against the power law ---
S_hot, n_hot = 3.5, 200.0
x_hot = n_hot / (n_hot + 1)
previous, current, hot_sum = 0.0, math.exp(-S_hot / 2), 0.0
for m in range(8000):
    hot_sum += (1 - x_hot) * x_hot ** m * current ** 2
    previous, current = current, ((2 * m + 1 - S_hot) * current - m * previous) / (m + 1)
hot_law = 1 / math.sqrt(4 * math.pi * S_hot * (n_hot + 0.5))
assert close(hot_sum, weight_formula(S_hot, n_hot), 1e-8)
assert close(hot_sum, hot_law, 1e-2)

# --- worked example ---
S, HW, E0 = 3.5, 65.0, 1900.0
F = overlaps(S)
print(f"Huang-Rhys factor S = {S}; mode energy = {HW:.0f} meV; ZPL energy = {E0/1e3:.1f} eV")
print(f"largest |quadrature - formula| over test cases = {worst:.1e}")
print(f"zero-temperature weight exp(-S) = {math.exp(-S):.5f}")
for T in (77.0, 300.0, 600.0):
    n = occupation(HW, T)
    dw = math.exp(-S * (2 * n + 1))
    w0 = weight_from_overlaps(F, n)
    assert close(w0, weight_formula(S, n), 1e-9)
    print(f"T = {T:.0f} K: n = {n:.5f}, DW = {dw:.5f}, "
          f"I0 = {np.i0(2*S*math.sqrt(n*(n+1))):.4f}, W0 = {w0:.5f}")
temperatures = np.arange(50, 1500)
curve = [weight_formula(S, occupation(HW, t)) for t in temperatures]
top = int(np.argmax(curve))
assert 0 < top < len(curve) - 1
print(f"single-mode W0 is largest at {temperatures[top]} K: {curve[top]:.5f}")
print(f"hot limit n = {n_hot:.0f}: level sum = {hot_sum:.5f}, power law = {hot_law:.5f}")

T = 300.0
n = occupation(HW, T)
p = populations(n)
DW = math.exp(-S * (2 * n + 1))
W0 = weight_from_overlaps(F, n)
print(f"At 300 K: kT = {KB*T:.3f} meV, Bessel argument = {2*S*math.sqrt(n*(n+1)):.4f}")
for m in range(4):
    print(f"level {m}: population = {p[m]:.5f}, amplitude = {F[m,m]:+.5f}, "
          f"contribution = {p[m]*F[m,m]**2:.5f}")
mean = p @ np.diagonal(F)
print(f"mean amplitude = {mean:.5f}, its square = {mean**2:.5f}, mean square = {W0:.5f}")
pairs = [DW * (S * S * n * (n + 1)) ** k / math.factorial(k) ** 2 for k in range(15)]
assert close(sum(pairs), W0, 1e-9)
for k in range(4):
    print(f"balanced term k = {k}: {pairs[k]:.5f}")

# --- coupling shared among N modes, from quadrature overlaps ---
for N in (1, 4, 16, 64):
    ratio = weight_from_overlaps(overlaps(S / N), n) ** N / DW
    print(f"{N} incommensurate modes of S/N: W0/DW = {ratio:.4f}")
assert close((ratio - 1) * 64, S * S * n * (n + 1), 0.03)
half = overlaps(S / 2)
same_frequency = sum(weight_from_overlaps(half, n, k) * weight_from_overlaps(half, n, -k)
                     for k in range(-40, 41))
assert close(same_frequency, W0, 1e-9)
print(f"two modes of equal frequency, S/2 each: W0 = {same_frequency:.5f}")


# --- narrow band of modes: spectrum by discrete Fourier transform ---
def band_spectrum(half_width, step):
    length = int(round(3276.8 / step))
    centre, reach = int(round(HW / step)), int(round(half_width / step))
    bins = np.arange(centre - reach, centre + reach + 1)
    nj = occupation(bins * step, T)
    Sj = S / bins.size
    rates = np.zeros(length)
    rates[bins] += Sj * (nj + 1)
    rates[-bins] += Sj * nj
    spectrum = np.fft.ifft(np.exp(np.fft.fft(rates) - rates.sum())).real
    energy = np.fft.fftfreq(length, 1 / length) * step
    return energy, spectrum, bins.size, np.sum(Sj * (nj + 1)), np.sum(Sj * nj)


scaled_excess = []
for step in (0.2, 0.05, 0.0125):
    energy, spectrum, N, emit, absorb = band_spectrum(3.0, step)
    sharp = math.exp(-emit - absorb)
    scaled_excess.append(N * (spectrum[0] / sharp - 1))
    near = np.abs(energy) < HW / 2
    cluster = spectrum[near].sum()
    z = 2 * math.sqrt(emit * absorb)
    assert close(cluster, sharp * np.i0(z), 1e-8)
    print(f"band +-3 meV, {N} modes: weight at exactly zero energy = {spectrum[0]:.5f}")
# the excess over DW dies as 1/N, so the continuum keeps only DW as a sharp line
assert max(scaled_excess) / min(scaled_excess) < 1.01
pedestal = spectrum[near].copy()
pedestal[np.abs(energy[near]) < step / 2] -= sharp
rms = math.sqrt(pedestal @ energy[near] ** 2 / pedestal.sum())
print(f"continuum limit: sharp = {sharp:.5f}, pedestal = {pedestal.sum():.5f}, "
      f"sum = {cluster:.5f}")
print(f"rms half-width of the pedestal = {rms:.2f} meV")

# --- wide band: spread of thermal occupations ---
mean_n = quad(lambda e: occupation(e, T), HW - 40, HW + 40)[0] / 80
print(f"band +-40 meV: mean occupation = {mean_n:.4f}, "
      f"sharp weight = {math.exp(-S*(2*mean_n+1)):.5f}")


# --- changed frequency and quartic anharmonicity, by diagonalization ---
def perturbed(ratio, quartic, basis=80):
    size = basis + 4
    q = np.diag(np.sqrt(np.arange(1, size) / 2), 1)
    q = q + q.T
    q2 = (q @ q)[:basis, :basis]
    q4 = (q @ q @ q @ q)[:basis, :basis]
    h0 = np.diag(np.arange(basis) + 0.5)
    ei, ci = np.linalg.eigh(h0 + quartic * q4)
    ef, cf = np.linalg.eigh(h0 + (ratio ** 2 - 1) / 2 * q2 + quartic * q4)
    overlap = (ci.T @ F[:basis, :basis] @ cf)[:30, :30]
    boltzmann = np.exp(-(ei[:30] - ei[0]) * HW / (KB * T))
    boltzmann /= boltzmann.sum()
    diagonal = np.diagonal(overlap) ** 2
    return boltzmann @ diagonal, boltzmann[0] * diagonal[0], diagonal[0], ei[1] - ei[0], ef


assert close(perturbed(1.0, 0.0)[0], W0, 1e-9)
for r in (0.95, 1.05):
    total, first, ground, gap, ef = perturbed(r, 0.0)
    exact_ground = 2 * math.sqrt(r) / (1 + r) * math.exp(-2 * S * r / (1 + r))
    assert close(ground, exact_ground, 1e-8)
    assert close(ef[1] - ef[0], r, 1e-8)
    assert close(perturbed(r, 0.0, 60)[0], total, 1e-6)
    print(f"final/initial frequency {r}: m-to-m total = {total:.5f}, "
          f"0-0 line alone = {first:.5f}, spacing = {abs(ef[1]-ef[0]-gap)*HW:.2f} meV")
total, first, ground, gap, ef = perturbed(1.0, 0.005)
assert close(perturbed(1.0, 0.005, 60)[0], total, 1e-6)
print(f"quartic term 0.005 q^4 (units of mode energy): first gap = {gap*HW:.2f} meV, "
      f"m-to-m total = {total:.5f}")

# --- cubic photon-energy factor of spontaneous emission ---
nets = np.arange(-20, 29)
w = np.array([weight_from_overlaps(F, n, int(k)) for k in nets])
norm = w @ (1 - nets * HW / E0) ** 3
print(f"mean cubic photon factor relative to the ZPL = {norm:.4f}")
print(f"share of emitted photons: all zero-net = {W0/norm:.5f}, DW part = {DW/norm:.5f}")
print("tests ok")
```

Printed output:

```
Huang-Rhys factor S = 3.5; mode energy = 65 meV; ZPL energy = 1.9 eV
largest |quadrature - formula| over test cases = 2.3e-14
zero-temperature weight exp(-S) = 0.03020
T = 77 K: n = 0.00006, DW = 0.03019, I0 = 1.0007, W0 = 0.03021
T = 300 K: n = 0.08804, DW = 0.01630, I0 = 2.5661, W0 = 0.04184
T = 600 K: n = 0.39755, DW = 0.00187, I0 = 33.1050, W0 = 0.06184
single-mode W0 is largest at 1219 K: 0.07070
hot limit n = 200: level sum = 0.01060, power law = 0.01065
At 300 K: kT = 25.852 meV, Bessel argument = 2.1665
level 0: population = 0.91908, amplitude = +0.17377, contribution = 0.02775
level 1: population = 0.07437, amplitude = -0.43443, contribution = 0.01404
level 2: population = 0.00602, amplitude = +0.02172, contribution = 0.00000
level 3: population = 0.00049, amplitude = +0.30048, contribution = 0.00004
mean amplitude = 0.12769, its square = 0.01630, mean square = 0.04184
balanced term k = 0: 0.01630
balanced term k = 1: 0.01913
balanced term k = 2: 0.00561
balanced term k = 3: 0.00073
1 incommensurate modes of S/N: W0/DW = 2.5661
4 incommensurate modes of S/N: W0/DW = 1.3340
16 incommensurate modes of S/N: W0/DW = 1.0760
64 incommensurate modes of S/N: W0/DW = 1.0185
two modes of equal frequency, S/2 each: W0 = 0.04184
band +-3 meV, 31 modes: weight at exactly zero energy = 0.01703
band +-3 meV, 121 modes: weight at exactly zero energy = 0.01647
band +-3 meV, 481 modes: weight at exactly zero energy = 0.01632
continuum limit: sharp = 0.01628, pedestal = 0.02559, sum = 0.04187
rms half-width of the pedestal = 2.78 meV
band +-40 meV: mean occupation = 0.1490, sharp weight = 0.01064
final/initial frequency 0.95: m-to-m total = 0.04465, 0-0 line alone = 0.03035, spacing = 3.25 meV
final/initial frequency 1.05: m-to-m total = 0.03931, 0-0 line alone = 0.02548, spacing = 3.25 meV
quartic term 0.005 q^4 (units of mode energy): first gap = 65.95 meV, m-to-m total = 0.03957
mean cubic photon factor relative to the ZPL = 0.6947
share of emitted photons: all zero-net = 0.06023, DW part = 0.02347
tests ok
```
